# Local-field factors of an infinite chain of polarizable dipoles: verification in Python

```python
"""
Result under test: in an infinite straight chain of isotropic point dipoles
(polarizability volume alpha, spacing a, x = alpha/a^3) in a static uniform
applied field, the dipole per site relative to an isolated unit is
    g_par  = 1/(1 - 4 zeta(3) x)   for a field along the chain,
    g_perp = 1/(1 + 2 zeta(3) x)   for a field across the chain.
Lengths inside the calculation are in units of a, couplings in units of 1/a^3.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import zeta


def factors(x):
    """Derived response factors along and across the infinite chain."""
    return 1 / (1 - 4 * zeta(3) * x), 1 / (1 + 2 * zeta(3) * x)


def dipole_tensor(z):
    """Full 3N x 3N dipole field tensor for sites at heights z on one line."""
    n = len(z)
    pos = np.zeros((n, 3))
    pos[:, 2] = z
    sep = pos[:, None, :] - pos[None, :, :]
    dist = np.linalg.norm(sep, axis=2)
    np.fill_diagonal(dist, np.inf)
    t = 3 * sep[:, :, :, None] * sep[:, :, None, :] / dist[:, :, None, None]**5
    t -= np.eye(3) / dist[:, :, None, None]**3
    return t.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def solve_chain(z, x, tensor=None):
    """Dipoles / (alpha E) for unit field components along x and z."""
    t = dipole_tensor(z) if tensor is None else tensor
    field = np.tile([1.0, 0.0, 1.0], len(z))
    return np.linalg.solve(np.eye(3 * len(z)) - x * t, field).reshape(-1, 3)


# Example inputs (round model parameters)
spacing_nm = 0.30
alpha_nm3 = 0.0027
field_MV_cm = 1.0
x = alpha_nm3 / spacing_nm**3
g_par, g_perp = factors(x)

# Test 1: lattice sums from Coulomb fields of real pairs of charges
gap = 1e-3
charge = 1 / gap                       # unit dipole moment
n = np.arange(1, 2001, dtype=float)
# Dipoles along +z at heights -n and +n; z field at the origin
below = charge / (n - gap / 2)**2 - charge / (n + gap / 2)**2
above = -charge / (n + gap / 2)**2 + charge / (n - gap / 2)**2
sum_par = np.sum(below + above)
# Dipoles along +x at the same heights; x field at the origin
r_charge = np.sqrt(n**2 + gap**2 / 4)
one_side = charge * (-gap / 2) / r_charge**3 - charge * (gap / 2) / r_charge**3
sum_perp = 2 * np.sum(one_side)
assert abs(sum_par - 4 * zeta(3)) < 1e-5
assert abs(sum_perp + 2 * zeta(3)) < 1e-5

# Test 2: hand bounds on zeta(3)
ten_terms = sum(1 / k**3 for k in range(1, 11))
zeta_low, zeta_high = ten_terms + 1 / (2 * 11**2), ten_terms + 1 / (2 * 10**2)
assert zeta_low < zeta(3) < zeta_high

# Test 3: central dipole of a long finite chain, oblique field, full tensor
n_long = 401
z_long = np.arange(n_long, dtype=float)
tensor_long = dipole_tensor(z_long)
p_mid = solve_chain(z_long, x, tensor_long)[n_long // 2]
assert abs(p_mid[2] - g_par) < 2e-4    # missing distant neighbours: order 1/N^2
assert abs(p_mid[0] - g_perp) < 2e-4
assert abs(p_mid[1]) < 1e-12
assert round(g_par, 2) == 1.93 and round(g_perp, 2) == 0.81

# Test 4: stability limit from the largest eigenvalue, and its soft mode
eigval, eigvec = np.linalg.eigh(tensor_long)
x_limit = 1 / (4 * zeta(3))
x_limit_finite = 1 / eigval[-1]
assert abs(x_limit_finite / x_limit - 1) < 2e-3   # finite length
soft = eigvec[:, -1].reshape(-1, 3)
assert np.sum(soft[:, 2]**2) > 0.999              # longitudinal
assert np.all(soft[:, 2] * soft[n_long // 2, 2] > 0)  # no sign change

# Dipoles in SI, then millidebye
field_SI = field_MV_cm * 1e8
debye = 1e-21 / const.c
p_free = 4 * np.pi * const.epsilon_0 * alpha_nm3 * 1e-27 * field_SI
p_free_mD = p_free / debye * 1e3
angle = np.degrees(np.arctan2(g_perp, g_par))

# Neglected effect: Gaussian charge clouds, rms width per axis cloud_nm
cloud_nm = 0.07
s = cloud_nm / spacing_nm


def cloud_potential(r):
    """Mean Coulomb interaction of two unit Gaussian clouds at distance r."""
    return mp.erf(r / (2 * s)) / r


def relative_density(t):
    return np.exp(-t**2 / (4 * s**2)) / (4 * np.pi * s**2)**1.5


inner = quad(lambda t: 4 * np.pi * t**2 * relative_density(t), 0, 1)[0]
outer = quad(lambda t: 4 * np.pi * t * relative_density(t), 1, 12 * s)[0]
assert abs(inner + outer - float(cloud_potential(1.0))) < 1e-8
cloud_par = 2 * sum(float(mp.diff(cloud_potential, k, 2)) for k in range(1, 6))
cloud_perp = 2 * sum(float(mp.diff(cloud_potential, k)) / k for k in range(1, 6))
tail = zeta(3) - sum(1 / k**3 for k in range(1, 6))
cloud_par += 4 * tail                  # distant clouds act as points
cloud_perp -= 2 * tail
g_cloud = 1 / (1 - x * cloud_par), 1 / (1 - x * cloud_perp)

# Neglected effect: finite chain
n_short = 10
p_short = solve_chain(np.arange(n_short, dtype=float), x).mean(axis=0)

# Neglected effect: one parallel chain, in register, at lateral distance D
chain_gap_nm = 0.5
D = chain_gap_nm / spacing_nm
m = np.arange(-3000, 3001, dtype=float)
r = np.sqrt(m**2 + D**2)
other_par = np.sum((3 * m**2 - r**2) / r**5)
other_perp = np.sum((3 * D**2 - r**2) / r**5)
g_pair = (1 / (1 - x * (4 * zeta(3) + other_par)),
          1 / (1 - x * (-2 * zeta(3) + other_perp)))

# Neglected effect: random displacements along the chain
shift_nm = 0.01
rng = np.random.default_rng(7)
samples = []
for _ in range(20):
    z = np.arange(200) + rng.normal(0, shift_nm / spacing_nm, 200)
    samples.append(solve_chain(z, x)[50:150].mean(axis=0))
samples = np.array(samples)
g_disorder = samples.mean(axis=0)
error_disorder = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
assert g_disorder[2] > g_par + 2 * error_disorder[2]

# Neglected effects: nuclear share of alpha, and nonlinear polarization
nuclear_share = 0.10
g_nuclear = factors(x * (1 + nuclear_share))
gamma_au = 2000.0
bohr = const.physical_constants["Bohr radius"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
alpha_au = alpha_nm3 * 1e-27 / bohr**3
local_au = g_par * field_SI / field_unit
nonlinear = gamma_au * local_au**2 / (6 * alpha_au)

# Lower density: same units, wider spacing
wide_nm = 0.40
x_wide = alpha_nm3 / wide_nm**3
g_wide = factors(x_wide)

print(f"spacing a = {spacing_nm:.2f} nm")
print(f"polarizability volume alpha = {alpha_nm3:.4f} nm^3")
print(f"applied field = {field_MV_cm:.2f} MV/cm")
print(f"x = alpha/a^3 = {x:.4f} (no unit)")
print(f"first ten terms of zeta(3) = {ten_terms:.6f}")
print(f"bounds on zeta(3) = {zeta_low:.6f} to {zeta_high:.6f}")
print(f"zeta(3) = {zeta(3):.6f}")
print(f"g_par from the bounds = {1/(1-4*zeta_low*x):.4f} to "
      f"{1/(1-4*zeta_high*x):.4f}")
print(f"g_perp from the bounds = {1/(1+2*zeta_high*x):.4f} to "
      f"{1/(1+2*zeta_low*x):.4f}")
print(f"coupling sum along, charge pairs = {sum_par:.5f} /a^3")
print(f"coupling sum along, 4 zeta(3) = {4*zeta(3):.5f} /a^3")
print(f"coupling sum across, charge pairs = {sum_perp:.5f} /a^3")
print(f"coupling sum across, -2 zeta(3) = {-2*zeta(3):.5f} /a^3")
print(f"4 zeta(3) x = {4*zeta(3)*x:.5f}")
print(f"2 zeta(3) x = {2*zeta(3)*x:.5f}")
print(f"g_par = {g_par:.4f}")
print(f"g_perp = {g_perp:.4f}")
print(f"central dipole of {n_long} sites, along = {p_mid[2]:.4f}")
print(f"central dipole of {n_long} sites, across = {p_mid[0]:.4f}")
print(f"nearest neighbours only, along = {1/(1-4*x):.4f}")
print(f"nearest neighbours only, across = {1/(1+2*x):.4f}")
print(f"nearest-neighbour share of the sum = {100/zeta(3):.1f} %")
print(f"stability limit of x = {x_limit:.4f}")
print(f"same from {n_long}-site eigenvalue = {x_limit_finite:.4f}")
print(f"smallest stable spacing = {(alpha_nm3/x_limit)**(1/3):.4f} nm")
print(f"site field along = {g_par*field_MV_cm:.3f} MV/cm")
print(f"site field across = {g_perp*field_MV_cm:.3f} MV/cm")
print(f"neighbour field along = {(g_par-1)*field_MV_cm:+.3f} MV/cm")
print(f"neighbour field across = {(g_perp-1)*field_MV_cm:+.3f} MV/cm")
print(f"isolated dipole = {p_free_mD:.2f} mD")
print(f"chain dipole along = {g_par*p_free_mD:.2f} mD")
print(f"chain dipole across = {g_perp*p_free_mD:.2f} mD")
print(f"dipole angle to chain for field at 45 deg = {angle:.1f} deg")
print(f"at a = {wide_nm:.2f} nm: x = {x_wide:.4f}")
print(f"at a = {wide_nm:.2f} nm: along {g_wide[0]:.3f}, across {g_wide[1]:.3f}")
print(f"clouds of rms width {cloud_nm:.2f} nm per axis: "
      f"along {g_cloud[0]:.3f}, across {g_cloud[1]:.3f}")
print(f"mean over {n_short} units: along {p_short[2]:.3f}, "
      f"across {p_short[0]:.3f}")
print(f"second chain at {chain_gap_nm:.1f} nm, coupling: "
      f"along {other_par:.4f}, towards it {other_perp:.4f} /a^3")
print(f"with second chain: along {g_pair[0]:.3f}, "
      f"towards it {g_pair[1]:.3f}")
print(f"rms displacement {shift_nm:.2f} nm: along {g_disorder[2]:.3f}, "
      f"across {g_disorder[0]:.3f}")
print(f"standard errors: along {error_disorder[2]:.4f}, "
      f"across {error_disorder[0]:.4f}")
print(f"alpha raised by {100*nuclear_share:.0f} %: "
      f"along {g_nuclear[0]:.3f}, across {g_nuclear[1]:.3f}")
print(f"chosen hyperpolarizability = {gamma_au:.0f} atomic units")
print(f"relative nonlinear part of dipole = {nonlinear:.1e}")
print("OK")
```

Output:

```
spacing a = 0.30 nm
polarizability volume alpha = 0.0027 nm^3
applied field = 1.00 MV/cm
x = alpha/a^3 = 0.1000 (no unit)
first ten terms of zeta(3) = 1.197532
bounds on zeta(3) = 1.201664 to 1.202532
zeta(3) = 1.202057
g_par from the bounds = 1.9255 to 1.9268
g_perp from the bounds = 0.8061 to 0.8062
coupling sum along, charge pairs = 4.80823 /a^3
coupling sum along, 4 zeta(3) = 4.80823 /a^3
coupling sum across, charge pairs = -2.40411 /a^3
coupling sum across, -2 zeta(3) = -2.40411 /a^3
4 zeta(3) x = 0.48082
2 zeta(3) x = 0.24041
g_par = 1.9261
g_perp = 0.8062
central dipole of 401 sites, along = 1.9261
central dipole of 401 sites, across = 0.8062
nearest neighbours only, along = 1.6667
nearest neighbours only, across = 0.8333
nearest-neighbour share of the sum = 83.2 %
stability limit of x = 0.2080
same from 401-site eigenvalue = 0.2080
smallest stable spacing = 0.2350 nm
site field along = 1.926 MV/cm
site field across = 0.806 MV/cm
neighbour field along = +0.926 MV/cm
neighbour field across = -0.194 MV/cm
isolated dipole = 9.01 mD
chain dipole along = 17.35 mD
chain dipole across = 7.26 mD
dipole angle to chain for field at 45 deg = 22.7 deg
at a = 0.40 nm: x = 0.0422
at a = 0.40 nm: along 1.254, across 0.908
clouds of rms width 0.07 nm per axis: along 1.739, across 0.810
mean over 10 units: along 1.741, across 0.829
second chain at 0.5 nm, coupling: along -0.0017, towards it 0.7219 /a^3
with second chain: along 1.925, towards it 0.856
rms displacement 0.01 nm: along 1.951, across 0.804
standard errors: along 0.0011, across 0.0001
alpha raised by 10 %: along 2.123, across 0.791
chosen hyperpolarizability = 2000 atomic units
relative nonlinear part of dipole = 2.6e-06
OK
```
